Exact Spin and Pseudospin Doublets of the Dirac Equation

## First half: equal potentials and spin symmetry

**The situation**

An electron in a heavy atom has two p₁/₂ and four p₃/₂ states in each p shell, and the two groups lie at different energies. The splitting is a relativistic effect, which suggests that it can be removed only by letting the speed of light become infinite. The Dirac equation offers another way. A potential can enter it as the time component of a four-vector, like the Coulomb potential, or as a scalar that changes the mass. With both kinds present, the spin-orbit splitting can vanish while the motion remains fully relativistic. Which combination does this, and what does the opposite combination do?

I use ħ = c = m = 1. Energies are then in units of mc² and include the rest energy, and lengths are in units of ħ/(mc). The potentials V (vector) and S (scalar) are real and static, and the particle moves independently in them. The Hamiltonian is

H = α·p + β(1 + S) + V, p = −i∇.

In the standard representation β is +1 on the upper two-component spinor f and −1 on the lower one g, while α·p connects them through σ·p. Define

Σ = V + S, Δ = V − S.

The equation Hψ = Eψ then separates into

(1 + Σ)f + σ·p g = E f,
σ·p f + (−1 + Δ)g = E g.

Thus Σ acts on f alone and Δ on g alone. Equal potentials, S = V, mean Δ = 0. Opposite potentials, S = −V, mean Σ = 0.

**The simplest case: uniform potentials**

Let Σ and Δ be constants Σ₀ and Δ₀. The second equation gives σ·p f = (E + 1 − Δ₀)g. Apply σ·p to it and use the first equation, σ·p g = (E − 1 − Σ₀)f. The Pauli identity

(σ·a)(σ·b) = a·b + iσ·(a×b)

gives (σ·p)² = p², because p×p = 0. Hence

p²f = (E − 1 − Σ₀)(E + 1 − Δ₀)f.

Spin has disappeared. For zero potentials this is E² = 1 + p², as it must be. Spin can return only through the spatial variation of the potentials, so I let them vary one at a time.

**Letting Σ vary**

Keep Δ = 0 and let Σ(r) have any shape. For E ≠ −1 the second equation gives

g = σ·p f/(E + 1).

The denominator is a number, so σ·p passes through it. The first equation becomes

[p² + (E + 1)Σ]f = (E² − 1)f. (1)

There is no spin operator in it. Conversely, a normalizable solution of (1) gives a solution of both Dirac equations: the second holds by the definition of g, and σ·p g = p²f/(E + 1) = (E − 1 − Σ)f is the first. The norm of g is finite because it equals ⟨f|p²|f⟩/(E + 1)².

The excluded energy hides nothing. At E = −1 the second equation reads σ·p f = 0, so p²f = 0, which has no normalizable solution except f = 0. The first equation then gives σ·p g = 0, and g = 0 for the same reason.

In the weakly relativistic limit E + 1 tends to 2, and (1) becomes (p²/2 + Σ)f = (E − 1)f. This is the Schrödinger equation with potential Σ = 2V. A constant Δ₀ would merely replace E + 1 by E + 1 − Δ₀, so the symmetry needs V − S to be constant, not necessarily zero.

**Letting Δ vary**

Now put M(r) = E + 1 − Δ(r), and suppose M does not vanish. Then g = M⁻¹σ·p f, and the operator σ·p must differentiate M⁻¹. Since ∇M = −∇Δ, we have ∇(M⁻¹) = ∇Δ/M². Therefore

σ·p M⁻¹ σ·p f = M⁻¹p²f − iM⁻²(σ·∇Δ)(σ·p)f.

The Pauli identity splits the last term:

−iM⁻²(σ·∇Δ)(σ·p) = −iM⁻²∇Δ·p + M⁻²σ·(∇Δ×p).

For a central field ∇Δ = Δ′r̂, where r̂ is the outward unit vector. The orbital angular momentum is L = r×p, with r here the position vector, so r̂×p = L/r and the spin-dependent part is

[Δ′/(rM²)] σ·L.

So the gradient of V − S produces spin-orbit coupling in the equation for f. As a check, take S = 0 and the weakly relativistic limit M → 2. With s = σ/2 the term becomes [V′/(2r)]L·s, the usual atomic spin-orbit operator.

**The conserved spin**

Equation (1) shows that s acts as a symmetry on f. It does not commute with σ·p, so on the whole four-component state a companion operator is needed for g. Let

U = σ·p/|p|, U² = 1.

The single momentum p = 0 has no weight in a normalizable state. Define

S̃ = diag(s, UsU).

Since U is Hermitian and its own inverse, UsU obeys the same spin algebra as s. Its form follows from the anticommutator of σ with U: UσU = 2p̂U − σ, where p̂ = p/|p|. The spin of the lower component is thus turned by half a revolution about the momentum.

For Δ = 0, check the commutator [H, S̃] block by block. The upper diagonal block is [1 + Σ, s] = 0, because Σ contains no spin. The lower diagonal block vanishes because −1 is a constant. For the off-diagonal blocks write σ·p = |p|U:

upper right: |p|U(UsU) − s|p|U = |p|sU − |p|sU = 0,
lower left: |p|Us − (UsU)|p|U = |p|Us − |p|Us = 0.

No step assumed a spherical potential. Without spatial symmetry, the resulting doublet is the twofold degeneracy that time reversal already guarantees. The new information is that the two members can be labelled by a conserved spin. Extra degeneracy appears when orbital symmetry is added.

A small plane-wave model with three Gaussians at different centres tests this. For S = V the largest element of the commutator is 3.5×10⁻¹⁶, which is rounding error. For S = 0 it is 0.1973, because the lower block then contains the nonzero commutator [V, UsU].

**Adding spherical symmetry**

In a central field J = L + s, acting on both components, is conserved. Since σ·p is a rotational scalar, J commutes with U. Define

L̃ = diag(L, ULU).

Then L̃ + S̃ = diag(J, UJU) = J. As J and S̃ are both conserved, so is L̃. On f it is the ordinary orbital angular momentum. A level with upper orbital number l therefore contains 2(2l + 1) states, and for l ≥ 1 they are divided between j = l + 1/2 and j = l − 1/2.

To test the doublets without presupposing them, I need the first-order radial equations. Let Y_κ be normalized spin-angle functions with

(σ·L + 1)Y_κ = −κY_κ.

For j = l + 1/2 the eigenvalue of σ·L is l, so κ = −l − 1. For j = l − 1/2 it is −l − 1, so κ = l. The operator σ·r̂ changes the sign of κ. To see this, use [Lᵢ, r̂ⱼ] = iεᵢⱼₖr̂ₖ and r̂·L = 0:

(σ·L)(σ·r̂) + (σ·r̂)(σ·L) = iεᵢⱼₖσᵢσⱼr̂ₖ = −2σ·r̂.

Hence σ·r̂ anticommutes with σ·L + 1. As (σ·r̂)² = 1, phases can be chosen so that σ·r̂ Y_κ = −Y₋κ.

Next, insert (σ·r̂)² = 1 in front of σ·p:

σ·p = σ·r̂[r̂·p + iσ·(r̂×p)] = −iσ·r̂(∂/∂r − σ·L/r).

Write f = (F/r)Y_κ and g = i(G/r)Y₋κ. Since σ·L gives −κ − 1 on Y_κ,

σ·p f = −iσ·r̂[F′/r − F/r² + (κ + 1)F/r²]Y_κ = i[(F′ + κF/r)/r]Y₋κ.

The same calculation with −κ gives σ·p g = −[(G′ − κG/r)/r]Y_κ. The Dirac equations become

F′ + κF/r = (1 + E − Δ)G,
G′ − κG/r = (1 − E + Σ)F. (2)

For Δ = 0, differentiate the first and insert the second:

F″ + κF′/r − κF/r² = (1 + E)[κG/r + (1 − E + Σ)F].

The first equation also says (1 + E)G = F′ + κF/r. The terms κF′/r cancel, leaving

F″ = [κ(κ + 1)/r²]F + (1 + E)(1 − E + Σ)F. (3)

Both κ = −l − 1 and κ = l give κ(κ + 1) = l(l + 1). The two partners obey the same equation with the same boundary conditions. They share E and F, including the nodes of F, but their G functions differ.

**A Gaussian well**

Take Δ = 0 and Σ = −0.6 exp(−r²/8²). Let T_l = −d²/dr² + l(l + 1)/r². Dividing (3) by E + 1 gives

[T_l/(E + 1) + Σ]F = (E − 1)F.

For a given radial branch, let ε(E) be the eigenvalue of the bracket. Its derivative is −⟨T_l⟩/(E + 1)², which is negative, whereas E − 1 rises. Each branch therefore yields at most one energy in the gap −1 < E < 1. Also ε > −0.6, so every gap level lies above 0.4.

The lowest level is E = 0.610190. Since exp(−x) ≥ 1 − x, the well lies below the parabola −0.6 + 0.009375r², where 0.009375 = 0.6/64. The operator p²/M + kr² has lowest eigenvalue 3√(k/M). At M = 1.610190 the parabola gives

−0.6 + 3√(0.009375/1.610190) = −0.371.

The true value must be lower, and it is: E − 1 = −0.390.

For the doublets, equations (2) were integrated from both ends separately for each κ, and an energy was accepted when F and G could be joined. In the searched range |E| < 0.95, the energies in mc² are:

l = 1, no node: 0.726644 for p₃/₂ and for p₁/₂
l = 1, one node: 0.896330 for both
l = 2, no node: 0.828210 for d₅/₂ and for d₃/₂
l = 3, no node: 0.916325 for f₇/₂ and for f₅/₂

The largest difference within a doublet is 9.8×10⁻¹¹ mc². An independent spectral solution of (3) differs from the Dirac levels by at most 2.7×10⁻¹⁰ mc². These are numerical errors, not estimates of a remaining physical splitting.

**Turning the splitting back on**

Keep Σ fixed and add a weak Δ(r). States with different κ cannot mix, because J and parity are conserved. First-order perturbation theory gives the shift ∫ΔG²dr, with ∫(F² + G²)dr = 1. From (2) at Δ = 0, G = (F′ + κF/r)/(E + 1). The difference between the partners contains

(F′ − (l + 1)F/r)² − (F′ + lF/r)²
= −(2l + 1)(F/r)(2F′ − F/r)
= −(2l + 1)(F²/r)′.

The integral of this derivative is zero, since F²/r vanishes at both ends. The partners thus have the same normalization when they share F. Multiplying by Δ and integrating by parts gives

E(κ = −l−1) − E(κ = l) = [(2l + 1)/(E + 1)²]∫Δ′(F²/r)dr. (4)

This holds to first order in Δ. For Δ = −d exp(−r²/8²), the predicted splitting divided by d is 0.020080 for the lowest p pair. A finite difference of Dirac levels with d = ±0.02 gives 0.020082. For the lowest d pair both give 0.024579.

Now take a pure vector well, S = 0, with the same Σ. This sets d = 0.6, which is not weak. The p₃/₂ level is at 0.700750 and the p₁/₂ level at 0.692370, a splitting of 0.008379 before rounding of the energies. Equation (4) would predict 0.6 × 0.020080 = 0.0120. For a Δ this strong the first-order formula gives the right sign but too large a splitting.

## Second half: opposite potentials and pseudospin symmetry

**Symbols and results carried over**

The units are ħ = c = m = 1. The upper spinor f feels Σ = V + S, and the lower spinor g feels Δ = V − S. In a central field, F and G are r times their radial functions and obey

F′ + κF/r = (1 + E − Δ)G,
G′ − κG/r = (1 − E + Σ)F. (2)

The upper orbital number is l, with κ = −l − 1 for j = l + 1/2 and κ = l for j = l − 1/2. The matrix U = σ·p/|p| satisfies U² = 1, and s = σ/2. For Δ = 0 the operator diag(s, UsU) is conserved, and the levels κ = −l − 1 and κ = l coincide. The Gaussian well had Σ = −0.6 exp(−r²/8²).

**Exchanging the two components**

Set S = −V, so that Σ = 0 and Δ = 2V. The Dirac equations are now

σ·p g = (E − 1)f,
σ·p f = (E + 1 − Δ)g.

This time the upper component is easy to eliminate. For E ≠ 1, f = σ·p g/(E − 1), and the second equation becomes

[p² + (E − 1)Δ]g = (E² − 1)g. (5)

It contains no spin. At E = 1 the first equation gives σ·p g = 0, so a normalizable g is zero; the second then gives σ·p f = 0 and f = 0. The excluded energy again contains no bound state.

The conserved operator has its blocks exchanged:

P = diag(UsU, s).

The upper diagonal block of H is the constant 1 and commutes with UsU. The lower one is −1 + Δ, which contains no spin and commutes with s. The upper right block of [H, P] is |p|Us − (UsU)|p|U = 0, and the lower left block is |p|U(UsU) − s|p|U = 0. Thus P is conserved for any shape of Δ. It is called the pseudospin. It acts as the ordinary spin on the lower component, but not on the upper one.

The plane-wave model with three Gaussians gives a largest commutator element of 3.5×10⁻¹⁶ for S = −V. For S = 0 it gives 0.1973, the same value as for the spin operator. The equality has a simple origin: with S = 0 both diagonal blocks contain the same V, and in each case one block leaves [V, UsU] while the other vanishes.

**Which levels form the doublets**

In a central field let l̃ be the orbital number of g. The lower spin-angle function is Y₋κ, so its centrifugal factor is κ(κ − 1). To confirm this from (2), set Σ = 0 and differentiate the second equation:

G″ − κG′/r + κG/r² = (1 − E)F′.

Use (1 − E)F = G′ − κG/r and the first equation for F′:

(1 − E)F′ = −(κ/r)(G′ − κG/r) + (1 − E)(1 + E − Δ)G.

The terms in G′ cancel, and

G″ = [κ(κ − 1)/r²]G + (1 − E)(1 + E − Δ)G. (6)

The equality κ(κ − 1) = l̃(l̃ + 1) has the solutions κ = −l̃ and κ = l̃ + 1. For l̃ ≥ 1 both exist:

κ = −l̃: l = l̃ − 1, j = l̃ − 1/2
κ = l̃ + 1: l = l̃ + 1, j = l̃ + 1/2

For l̃ = 1 the pair is s₁/₂ with d₃/₂. For l̃ = 2 it is p₃/₂ with f₅/₂. The upper orbital numbers differ by two, which is why these doublets do not look like spin doublets. For l̃ = 0 the value κ = 0 does not occur, and p₁/₂ has no partner.

**Does an attractive well bind them?**

The symmetry says that bound levels come in pairs, if there are any. To find out whether there are, take the expectation value of (5) in a normalized g, for −1 < E < 1:

⟨p²⟩ = (1 − E)(⟨Δ⟩ − 1 − E).

The left side is positive. Hence

⟨Δ⟩ > 1 + E > 0. (7)

Since Δ = 2V, the vector potential must be positive somewhere. If V is attractive everywhere and S = −V, there is no bound state in the gap.

Nor does a Gaussian well hide bound states outside the gap. For |E| > 1 the potential is negligible at large r, and F and G oscillate there without decaying, so their norm diverges. The numerical search with V < 0 found no level in the range |E| < 0.95, as (7) requires.

The nonrelativistic limit points the same way for states near E = +1. There the leading Hamiltonian for f is p²/2 + Σ, and Σ = 0 leaves a free particle. Opposite potentials cancel the ordinary binding force.

**Where the bound levels come from**

With V positive, (7) can be satisfied. Let Δ = λD(r), where D is positive, bounded and vanishes at infinity. First-order perturbation theory applied at each λ gives dE/dλ = ∫DG²dr > 0, so a gap level rises as the potential grows. Condition (7) also gives 1 + E < λ max D. As λ is reduced, any surviving gap level is pressed towards E = −1. These levels are drawn out of the negative continuum.

There is an exact map to the earlier well. In (2), exchange the names of the functions and define

F̂ = G, Ĝ = F, Ê = −E, κ̂ = −κ, Σ̂ = −Δ, Δ̂ = −Σ.

The second equation of (2) becomes F̂′ + κ̂F̂/r = (1 + Ê − Δ̂)Ĝ, and the first becomes Ĝ′ − κ̂Ĝ/r = (1 − Ê + Σ̂)F̂. The form is unchanged. In terms of the potentials, V changes sign and S does not: this is charge conjugation.

A repulsive vector potential with S = −V therefore acts on the conjugate particle as an attractive well with equal potentials. The well Δ = +0.6 exp(−r²/8²), Σ = 0, must have the negatives of the energies found for equal potentials. Integration of (2) for each κ gives, in mc²:

l̃ = 1: −0.726644 for s₁/₂ and for d₃/₂
l̃ = 1: −0.896330 for both
l̃ = 2: −0.828210 for p₃/₂ and for f₅/₂
l̃ = 3: −0.916325 for d₅/₂ and for g₇/₂

The largest difference within a pair is 9.8×10⁻¹¹ mc², again a numerical error.

The ordinary spin symmetry is broken in this same well. The highest p₁/₂ level, at −0.610190, has l̃ = 0 and no node in F. It has no spin partner, because every bound p₃/₂ level here has at least one node in F, as the next section shows. The p₁/₂ level with one node lies at −0.815814 and the p₃/₂ level with one node at −0.828210, a difference of 0.0124 mc². One symmetry is exact here while the other is not.

**The nodes of the upper component**

In the first pair above, the s₁/₂ upper function has one node and the d₃/₂ function has none. The pair at −0.896330 has two and one. This difference of one follows from (2), and the proof will also cover the confining well used below.

Define

P_r = G′ − κG/r = (1 − E)F,
Q = (1 − E)(1 + E − Δ).

Here P_r is a radial function, not the pseudospin operator. It has the same zeros as F, and the first equation of (2) gives

P_r′ + κP_r/r = QG. (8)

For the bound states considered, Q is negative inside some radius r_t and positive outside. In the finite well this follows because Δ decreases outward and must exceed 1 + E somewhere. In a confining well with E > 1 and Δ increasing from zero, the factor 1 − E is negative, and Q changes sign in the same direction.

Consider an interval, or lobe, between successive zeros of G, counting the origin and infinity as ends. Choose the overall sign so that G > 0 in it. At a zero of P_r, equation (8) gives P_r′ = QG. Zeros inside r_t are therefore downward crossings, and zeros outside are upward crossings.

At the outer end P_r is negative. At a finite node this is because P_r = G′ < 0. At infinity, G decays exponentially or faster, so G′ is negative and outweighs the term κG/r. An upward crossing outside r_t would leave P_r positive up to the outer end, which is impossible. A zero precisely at r_t is excluded too: there P_r′ = 0 and P_r″ = Q′G > 0, so P_r would be positive just outside and could not become negative again. All zeros are thus downward crossings inside r_t, and a lobe has at most one.

A lobe that begins at a finite node begins with P_r = G′ > 0, so it has one zero. The first lobe depends on κ. Near the origin G is proportional to r^(l̃+1).

For κ = −l̃, P_r = G′ + l̃G/r is proportional to (2l̃ + 1)r^l̃ and is positive. The first lobe has one zero.

For κ = l̃ + 1 the leading terms cancel. Write (8) as (r^κ P_r)′ = r^κ QG. The right side is negative near the origin and r^κ P_r starts from zero, so P_r starts negative. The first lobe has no zero.

If G has n nodes, it has n + 1 lobes. Thus F has n + 1 nodes for κ = −l̃ and n nodes for κ = l̃ + 1. If levels are numbered by the nodes of F plus one, the l̃ = 1 pair whose G has no node is 2s₁/₂ with 1d₃/₂.

**Doublets above the rest energy**

Can pseudospin doublets be discrete above E = +1? They can if Δ confines. Take

Σ = 0, Δ = ar², a > 0,

which means V = ar²/2 and S = −ar²/2. For E > 1, put ω² = a(E − 1). Equation (5) is

(p² + ω²r²)g = (E² − 1)g.

The operator on the left is twice the Hamiltonian of a three-dimensional oscillator of unit mass and frequency ω. Its eigenvalues are ω(2N + 3), with N = 2n + l̃. Hence

(E − 1)(E + 1) = √a √(E − 1)(2N + 3).

Division by √(E − 1), which is not zero, gives

√(E − 1)(E + 1) = √a(2N + 3). (9)

The left side rises from zero without limit, so each N has one energy above +1.

For a = 0.02 and N = 1 the right side is 0.141421 × 5 = 0.7071. At the computed energy E = 1.112085 the left side is 0.33479 × 2.112085 = 0.7071. The Dirac integration gives, in mc²:

l̃ = 1, N = 1: 1.112085 for s₁/₂ and for d₃/₂
l̃ = 2, N = 2: 1.202094 for p₃/₂ and for f₅/₂
l̃ = 1, N = 3: 1.304930 for s₁/₂ and for d₃/₂
l̃ = 3, N = 3: 1.304930 for d₅/₂ and for g₇/₂
l̃ = 2, N = 4: 1.414952 for p₃/₂ and for f₅/₂

All agree with (9) within 3.3×10⁻¹⁰ mc². The coincidence of two different doublets at 1.304930 is not due to pseudospin. It occurs because oscillator energies depend on N alone, and N = 3 can be made with l̃ = 1 or l̃ = 3.

Equation (9) has an instructive weak-potential limit. If E − 1 is small, E + 1 is close to 2 and

E − 1 ≈ a(2N + 3)²/4.

For N = 1 and a = 0.02 this gives 0.125, against the full value 0.112. The estimate is too high because it replaces E + 1 by the smaller number 2. The quadratic dependence on 2N + 3 differs from the equal spacing of an ordinary oscillator because the force constant in (5) itself contains E − 1. This confinement acts through the lower component.

The spectrum below +1 is different. For E < 1 the quadratic term in (5) changes sign and becomes an inverted oscillator. At large r, G oscillates with an amplitude proportional to r^(−1/2), so the integral of G² diverges logarithmically, and there are no normalizable states. These energies form a continuum that fills the usual gap −1 < E < 1 and reaches up to +1. Only the narrow interval between +1 and the lowest discrete level, which (9) places at E = 1.043121 for N = 0, is empty.

**Breaking pseudospin symmetry**

Keep Δ fixed and add a weak Σ. The first-order shift is ∫ΣF²dr, and the unperturbed upper function is F = (G′ − κG/r)/(1 − E). The partners share G, so

(G′ + l̃G/r)² − (G′ − (l̃ + 1)G/r)²
= (2l̃ + 1)(G/r)(2G′ − G/r)
= (2l̃ + 1)(G²/r)′.

Integration by parts gives

E(κ = −l̃) − E(κ = l̃+1) = −[(2l̃ + 1)/(1 − E)²]∫Σ′(G²/r)dr, (10)

with ∫(F² + G²)dr = 1. The gradient of V + S now does the splitting. Equation (10) is the charge conjugate of the spin-splitting formula (4): the reversal of the energies is offset by the exchanged order of the partners (κ changes sign), and the reversal of the potential leaves the minus sign.

The formula also shows a limitation. By (7), a level near E = +1 with Σ = 0 would need a Δ whose maximum exceeds 1 + E, which is nearly twice the rest energy. For a well of given shape and finite range even this is not enough: the binding term (E − 1)Δ in (5) fades as E approaches +1, so the required Δ grows without limit. If a much weaker potential vanishing at infinity is to bind states near E = +1, Σ must supply the attraction, and the denominator (1 − E)² is small. One cannot then infer a small splitting merely because Σ is small compared with the rest energy. The integral must be evaluated, and first-order theory may fail, because the limit Σ = 0 has no such bound states from which to start.

**What this says about a heavy atom**

An electron in the electrostatic field of a nucleus has S = 0. A mean-field potential that adds the electronic repulsion and a spin-independent exchange-correlation potential, all entering as V, leaves this unchanged. Then Σ = Δ = V, and neither potential is constant. Neither symmetry is exact.

For such an atom the coupling is [V′/(rM²)]σ·L, with M = E + 1 − V. An attractive potential rising outward has V′ > 0, which raises j = l + 1/2 relative to j = l − 1/2 at first order, in agreement with the order found in the pure vector well. The equal-potential problem keeps the relativistic relation between energy and momentum and still has no splitting. Relativity permits spin-orbit coupling, but in a Hamiltonian containing only V and S it is the spatial variation of V − S that produces it for the upper component. Other couplings, such as a tensor term, lie outside this model and can split the doublets even when V − S is constant.

The computed levels and the remaining checks are in the numerical output below.

Calculated quantities

```
Gaussian depth 0.6 mc^2, range 8.0 hbar/(mc)
Confining coefficient a = 0.02 (units hbar=c=m=1)
Gap levels searched: |E| < 0.95 mc^2
Largest commutator, S=V, spin: 3.5e-16 mc^2 hbar
Largest commutator, S=-V, pseudospin: 3.5e-16 mc^2 hbar
Same for S=0, spin: 0.1973 mc^2 hbar
Same for S=0, pseudospin: 0.1973 mc^2 hbar
S=V: l, F nodes, E(j=l+1/2), E(j=l-1/2), spin-free E [mc^2]
  0 0 0.610190 none 0.610190
  0 1 0.815814 none 0.815814
  1 0 0.726644 0.726644 0.726644
  1 1 0.896330 0.896330 0.896330
  2 0 0.828210 0.828210 0.828210
  3 0 0.916325 0.916325 0.916325
Largest spin-doublet difference: 9.8e-11 mc^2
Largest Dirac minus spin-free difference: 2.7e-10 mc^2
S=-V, V>0: lt, F nodes and E for kappa=-lt, then kappa=lt+1 [mc^2]
  1  2 -0.896330  1 -0.896330
  1  1 -0.726644  0 -0.726644
  2  1 -0.828210  0 -0.828210
  3  1 -0.916325  0 -0.916325
Largest pseudospin-doublet difference: 9.8e-11 mc^2
S=-V, highest l=1 levels differ by 0.218020 mc^2
S=-V, V<0: number of gap levels found = 0
Confined S=-V: lt, N, F nodes and E (kappa=-lt; lt+1), formula [mc^2]
  1 1  1 1.112085  0 1.112085  1.112085
  1 3  2 1.304930  1 1.304930  1.304930
  2 2  1 1.202094  0 1.202094  1.202094
  2 4  2 1.414952  1 1.414952  1.414952
  3 3  1 1.304930  0 1.304930  1.304930
Largest confined-level minus formula difference: 3.3e-10 mc^2
Delta strengths in finite difference: +/-0.02 mc^2
l=1 splitting slope: Dirac 0.020082, formula 0.020080 (no unit)
l=2 splitting slope: Dirac 0.024579, formula 0.024579 (no unit)
S=0, l=1: E(j=l+1/2)=0.700750, E(j=l-1/2)=0.692370 mc^2
S=0, l=1: spin-orbit splitting 0.008379 mc^2
S=0, l=2: E(j=l+1/2)=0.802124, E(j=l-1/2)=0.790786 mc^2
S=0, l=2: spin-orbit splitting 0.011338 mc^2
```
